# Zone-centre valence energies under biaxial (001) strain with split-off coupling

A thin crystalline film is grown on a (001) substrate whose lattice constant differs slightly from its own. The film takes up the substrate's in-plane spacing, so its two in-plane strains are equal, $e_{xx}=e_{yy}=e$, and it has no shear strain. Its top surface is free. The crystal is of diamond type, and $e>0$ means tension.

At the zone centre, the top of the valence band is built from three orbitals $X,Y,Z$, each with two spin directions. The model keeps these six states and takes strain to first order. Spin-orbit coupling is taken as independent of strain, and more distant bands are left out. Energies are electron energies, so holes collect in the highest level. Angular momenta are in units of $\hbar$. The task is to find how the levels move with $e$, and which of them move along straight lines.

## (a) The strain normal to the film

**Find $e_{zz}$ and the in-plane stress from the elastic constants $C_{11}$ and $C_{12}$.**

Without shear, the elastic energy per volume of a cubic crystal is

$$U=\tfrac12C_{11}(2e^2+e_{zz}^2)+C_{12}(e^2+2e\,e_{zz}).$$

The substrate fixes $e$, while the free surface lets $e_{zz}$ adjust until $U$ is least:

$$\frac{\partial U}{\partial e_{zz}}=C_{11}e_{zz}+2C_{12}e=0,\qquad e_{zz}=-\frac{2C_{12}}{C_{11}}\,e .$$

Putting this back gives

$$U=\Big(C_{11}+C_{12}+\frac{2C_{12}^2}{C_{11}}-\frac{4C_{12}^2}{C_{11}}\Big)e^2=\Big(C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}\Big)e^2 .$$

When $e$ grows by $de$, the stress $\sigma$ does work along two directions, so $dU=2\sigma\,de$. Hence $\sigma=(C_{11}+C_{12}-2C_{12}^2/C_{11})\,e$. In linear elasticity every strain component is proportional to $e$, so a level linear in the strain components is also linear in $e$.

## (b) The orbital energies

**Find the most general strain matrix that cubic symmetry allows, and evaluate it for the film.**

Let $V$ be the $3\times3$ matrix of the strain energy between the orbitals, linear in the strain. A half turn about $x$ leaves $X$ unchanged and reverses $Y$ and $Z$. It also reverses $e_{xy}$ and $e_{xz}$ and leaves the other strains alone. Using the half turns about all three axes, $V_{XX}$ can contain diagonal strains only, and $V_{XY}$ can contain only $e_{xy}$. A quarter turn about $x$ exchanges $e_{yy}$ and $e_{zz}$, so these enter $V_{XX}$ with the same coefficient. Threefold rotations carry the result to the other orbitals. Three constants remain:

$$V_{XX}=l\,e_{xx}+m(e_{yy}+e_{zz}),\qquad V_{XY}=n\,e_{xy},$$

and cyclic permutations. Write $l=a+2b$, $m=a-b$ and $n=\sqrt3\,d$, where $a,b,d$ are the deformation potentials. Then

$$V_{XX}=a(e_{xx}+e_{yy}+e_{zz})+b(2e_{xx}-e_{yy}-e_{zz}).$$

The first term follows the volume change and is common to all orbitals. The second distinguishes the axes. For the film, define

$$P=a(2e+e_{zz}),\qquad S=b(e_{zz}-e).$$

The orbital energies are then

$$V_{XX}=V_{YY}=P+b(e-e_{zz})=P-S,$$
$$V_{ZZ}=P+b(2e_{zz}-2e)=P+2S .$$

The shifts measured from $P$ add to zero, as $-S-S+2S=0$. With part (a), $S=-b(1+2C_{12}/C_{11})\,e$. For negative $b$, tension therefore gives $S>0$ and raises the $Z$ orbital.

## (c) Spin-orbit coupling and the heavy-hole level

**Add spin-orbit coupling, and find the energy of the state with $J_z=3/2$.**

The three orbitals behave as the states of an angular momentum $L=1$. For the rotations of the cube they may differ from true $p$ functions by a common sign, which has no effect on matrix elements between them. The spin-orbit energy is

$$H_{so}=\frac D3\,\mathbf L\cdot\boldsymbol\sigma ,$$

with $\boldsymbol\sigma$ the Pauli matrices. Since the spin is $\boldsymbol\sigma/2$, squaring $\mathbf J=\mathbf L+\boldsymbol\sigma/2$ gives

$$\mathbf L\cdot\boldsymbol\sigma=J(J+1)-2-\tfrac34 .$$

This equals $1$ for $J=3/2$ and $-2$ for $J=1/2$. Without strain, four states lie at $D/3$ and two at $-2D/3$. Their separation is $D$, the split-off energy, and the zero of energy is the mean of the six levels.

The strain matrix of the film can be written as

$$V=P-S+3S\,|Z\rangle\langle Z| .$$

The orbital $Z$ is the state with $L_z=0$, so $V$ commutes with $L_z$ and hence with $J_z$. The spin-orbit term also commutes with $J_z$. States with different $J_z$ therefore do not mix.

Within the six states there is one state with $J_z=3/2$, namely $|1\rangle\!\uparrow$, where $|1\rangle=-(X+iY)/\sqrt2$. Having no partner, it is an eigenstate at every strain. It contains only $X$ and $Y$, whose strain energy is $P-S$, and it belongs to $J=3/2$. Thus

$$E_{HH}=P+\frac D3-S .$$

The state with $J_z=-3/2$ has the same energy by time reversal. Both $P$ and $S$ are proportional to $e$, so the heavy-hole level is a straight line. Here "heavy hole" labels $J_z=\pm3/2$, and "light hole" will label the upper level with $J_z=\pm1/2$. The labels do not promise a heavy or light mass in every direction.

**When the line fails.** If $e_{xx}\ne e_{yy}$, the strain connects $|1\rangle$ to $|{-1}\rangle=(X-iY)/\sqrt2$:

$$\langle1|V|{-1}\rangle=-\tfrac12(V_{XX}-V_{YY})=-\tfrac{3b}{2}(e_{xx}-e_{yy}).$$

The state $|{-1}\rangle\!\uparrow$ has $J_z=-1/2$ and is shared between the quartet and the split-off pair. The heavy hole then couples to the split-off states too, and in general its energy bends. A shear $e_{xy}$ also connects $|1\rangle$ with $|{-1}\rangle$. For the $J_z=\pm3/2$ state of this (001) film, the straight line thus rests on equal in-plane strains, absence of shear, linear elasticity and first-order deformation potentials. A strain that is symmetric about another cube axis, or about [111], likewise leaves one level straight, with the angular momentum taken about that axis.

## (d) The two states with $J_z=1/2$

**Write the strain and spin-orbit energies as a $2\times2$ matrix.**

Apply the lowering operator $J_-=L_-+\sigma_-$ to the heavy-hole state, where $\sigma_-$ turns $\uparrow$ into $\downarrow$. On the left, $J_-$ gives the factor $\sqrt{J(J+1)-J_z(J_z-1)}=\sqrt3$. On the right, $L_-|1\rangle=\sqrt2\,|Z\rangle$. The normalized quartet state is therefore

$$|q\rangle=\sqrt{\tfrac23}\,|Z\rangle\!\uparrow+\sqrt{\tfrac13}\,|1\rangle\!\downarrow .$$

The orthogonal combination belongs to the split-off pair:

$$|s\rangle=\sqrt{\tfrac13}\,|Z\rangle\!\uparrow-\sqrt{\tfrac23}\,|1\rangle\!\downarrow .$$

The strain energy is $P+2S$ for $Z$ and $P-S$ for $|1\rangle$. Hence

$$\langle q|V|q\rangle=P+\tfrac23(2S)+\tfrac13(-S)=P+S,$$
$$\langle s|V|s\rangle=P+\tfrac13(2S)+\tfrac23(-S)=P,$$
$$\langle q|V|s\rangle=\tfrac{\sqrt2}{3}(2S)-\tfrac{\sqrt2}{3}(-S)=\sqrt2\,S .$$

In the last line $P$ drops out because the states are orthogonal. With the spin-orbit energies added, and $P$ taken out as a common shift, the matrix is

$$M=\begin{pmatrix}D/3+S&\sqrt2\,S\\ \sqrt2\,S&-2D/3\end{pmatrix}.$$

## (e) The light-hole level and its bending

**Diagonalize $M$, determine the curvature of the upper level, and identify its cause.**

The mean of the diagonal elements is $-D/6+S/2$, and half their difference is $(D+S)/2$. The eigenvalues lie above and below the mean by

$$\sqrt{\frac{(D+S)^2}{4}+2S^2}=\frac f2,\qquad f=\sqrt{D^2+2DS+9S^2}.$$

Restoring $P$,

$$E_{LH}=P-\frac D6+\frac S2+\frac f2,\qquad E_{SO}=P-\frac D6+\frac S2-\frac f2 .$$

Measured from $P$, the three energies $E_{HH},E_{LH},E_{SO}$ add to zero, as the traces require.

Let $\varepsilon=E_{LH}-P$. Since $f'=(D+9S)/f$, where a prime means $d/dS$,

$$\varepsilon'=\frac12+\frac{D+9S}{2f}.$$

A second derivative gives

$$f''=\frac{9f^2-(D+9S)^2}{f^3}=\frac{9D^2+18DS+81S^2-D^2-18DS-81S^2}{f^3}=\frac{8D^2}{f^3},$$

$$\varepsilon''=\frac{4D^2}{f^3}>0 .$$

Because $f^2=(D+S)^2+8S^2$ is positive for $D>0$, the light-hole level curves upward at every strain. The term $P$ is linear in $e$ and adds no curvature.

The cause is visible in $M$. If the off-diagonal elements are removed, the quartet state $|q\rangle$ has the energy $P+D/3+S$, a straight line, and it is the upper of the two states for $S>-D$. With them, the two states repel each other, which pushes the upper level, the light hole, upward for either sign of $S$. For weak strain, put $s=S/D$ and expand the root to third order:

$$\sqrt{1+2s+9s^2}=1+\Big(s+\tfrac92s^2\Big)-\tfrac18(4s^2+36s^3)+\tfrac1{16}(8s^3)+\dots$$
$$=1+s+4s^2-4s^3+\dots$$

Therefore

$$\varepsilon=\frac D3+S+\frac{2S^2}{D}-\frac{2S^3}{D^2}+\dots$$

The quadratic term is the squared coupling $2S^2$ divided by the unstrained separation $D$. The series converges for $|S|<D/3$, because the root vanishes at the complex values $s=(-1\pm i\sqrt8)/9$, whose modulus is $1/3$. Beyond that strain the closed form is needed.

## (f) Character, minimum and strong strain

**Determine how the light-hole state changes, where its energy is least apart from $P$, and what happens at large $|S|$.**

Let $w$ be the weight of $Z$ in the light-hole state. The slope of an eigenvalue is the expectation value of the derivative of the matrix. That derivative is $2$ for $Z$ and $-1$ for $|1\rangle$, so

$$\varepsilon'=2w-(1-w)=3w-1,\qquad w=\frac{1+\varepsilon'}{3}.$$

The bending is thus a change of orbital character: as $S$ increases, the state gains $Z$ weight and its slope rises.

The split-off weight $w_s$ follows in the same way. Apart from its mean, $M$ has diagonal elements $\pm p$ with $p=(D+S)/2$, and its upper eigenvalue is $r=\sqrt{p^2+2S^2}=f/2$. Varying $p$ with the off-diagonal element held fixed gives $p/r=(1-w_s)-w_s$, so

$$w_s=\frac12\Big(1-\frac{D+S}{f}\Big).$$

**Minimum.** The condition $\varepsilon'=0$ requires $D+9S=-f$. Squaring gives

$$D^2+18DS+81S^2=D^2+2DS+9S^2,\qquad 8S(2D+9S)=0 .$$

The root $S=0$ has $D+9S>0$ and fails the original condition. The other root is $S=-2D/9$, where $f=D$ and

$$\varepsilon=-\frac D6-\frac D9+\frac D2=\frac{2D}{9}.$$

Under compression (for $b<0$) the light hole first falls, then turns and rises.

**Strong strain.** For $|S|\gg D$,

$$f=3|S|\sqrt{1+\frac{2D}{9S}+\frac{D^2}{9S^2}}\simeq3|S|+\frac D3\,\mathrm{sgn}\,S .$$

For $S>0$ this gives $\varepsilon\to2S$: the light hole has become a pure $Z$ state. For $S<0$ it gives $\varepsilon\to-S-D/3$. The heavy hole lies at $-S+D/3$ apart from $P$, so the splitting tends to

$$E_{HH}-E_{LH}\to\frac{2D}{3}.$$

This limit has a simple meaning. Strong compression leaves $X$ and $Y$ at the top, far from $Z$. Between $X$ and $Y$ the matrix elements of $L_x$ and $L_y$ vanish, and the remaining energy $(D/3)L_z\sigma_z$ is $\pm D/3$. More compression moves both levels together without separating them further.

The two levels meet when $f=D-3S$. Squaring gives $2DS=-6DS$, so they meet only at $S=0$. The heavy hole is on top for $S<0$ and the light hole for $S>0$.

## (g) A strained channel in numbers

**Evaluate the levels for $D=44$ meV, $a=2$ eV, $b=-2$ eV, $C_{11}=160$ GPa and $C_{12}=64$ GPa, with $e$ between $-1\%$ and $+1\%$.**

These are rough typical values in the regime of silicon. Part (a) gives $e_{zz}=-0.8\,e$. At $e=+1\%$,

$$S=(-2000)(-0.018)=36\ \text{meV},\qquad P=2000\,(0.020-0.008)=24\ \text{meV}.$$

The square of the root is $f^2=1936+3168+11664=16768$ meV², so $f=129.5$ meV. Apart from $P$,

$$\varepsilon=-7.3+18.0+64.7=75.4\ \text{meV},\qquad E_{HH}-P=14.7-36.0=-21.3\ \text{meV}.$$

At $e=-1\%$ the middle term of $f^2$ changes sign, which gives $f=102.1$ meV and $\varepsilon=25.7$ meV. The table lists energies in meV without $P$. Its last column, $2S$, is the splitting that would follow without split-off coupling.

| $e$ (%) | HH | LH | LH − HH | $2S$ |
|---:|---:|---:|---:|---:|
| −1.00 | 50.7 | 25.7 | −24.9 | −72 |
| −0.50 | 32.7 | 12.2 | −20.4 | −36 |
| −0.25 | 23.7 | 9.8 | −13.9 | −18 |
| 0 | 14.7 | 14.7 | 0 | 0 |
| 0.50 | −3.3 | 41.8 | 45.1 | 36 |
| 1.00 | −21.3 | 75.4 | 96.7 | 72 |

At 1% tension the coupling enlarges the splitting from 72 to 97 meV. At 1% compression it reduces the magnitude from 72 to 25 meV, already near the limit $2D/3=29$ meV. The $Z$ weight of the light hole is 0.04 at $-1\%$, 0.67 without strain and 0.97 at $+1\%$.

The minimum of $\varepsilon$ lies at $e=-0.27\%$. For the full energy $E_{LH}$, the shift $P=2S/3$ moves the minimum to $\varepsilon'=-2/3$, at stronger compression. The weak-strain series converges only up to $|e|=0.41\%$, so it cannot be used at 1%. Cut off at third order, it is already 2 meV too high at $e=-0.4\%$.

## (h) What a real channel changes

**Estimate the largest effects left out, for a surface field $F=0.5$ MV/cm and a temperature of 300 K.**

The field presses the holes against the oxide. Take a hard wall, a linear potential and the rough mass parameters $\gamma_1=4.3$, $\gamma_2=0.3$. For motion along $z$, let $\kappa=\hbar^2k_z^2/2m_0$. The kinetic energy has the form found in part (b), with $e_{zz}$ replaced by $\kappa$, $a$ by $-\gamma_1$ and $b$ by $-2\gamma_2$. It therefore adds $-2\gamma_2\kappa$ to $S$ and acts like compression.

The heavy-hole confinement energy is 165 meV. In a linear potential the virial theorem makes the mean potential energy twice the kinetic energy, so one third of the total, 55 meV, is kinetic. It equals $(\gamma_1-2\gamma_2)\langle\kappa\rangle=3.7\langle\kappa\rangle$, so $\langle\kappa\rangle\approx15$ meV and $S$ is lowered by about 9 meV. For an unstrained film, the row with $S=-9$ meV ($e=-0.25\%$) then predicts LH − HH $\approx-14$ meV. Solving the well numerically with the coupled states, at zero in-plane wavevector, gives $-13$ meV. At $+1\%$ strain the splitting falls from 97 to 74 meV, while at $-1\%$ it changes only from $-25$ to $-26$ meV, since there it is nearly saturated.

The field corresponds to $p=\epsilon F/q=3.3\times10^{12}$ cm⁻² holes, if they alone supply it and the relative permittivity is 12. In that case the field falls to zero across the hole layer, so the linear potential used above overstates the confinement and its effect on the splitting. For a rough in-plane mass, leave out confinement and set $k_z=0$. For a small wavevector along $x$, the kinetic energy in units of $\hbar^2k_x^2/2m_0$ is $-(\gamma_1+4\gamma_2)$ for $X$ and $-(\gamma_1-2\gamma_2)$ for $Y$ and $Z$. The light hole has weights $(1-w)/2$, $(1-w)/2$ and $w$ in $X$, $Y$ and $Z$, so the average is $-\gamma_1+\gamma_2(3w-1)$ and the mass is $m=m_0/(\gamma_1-\gamma_2\varepsilon')$. In the well, terms in $k_xk_z$ also mix the subbands. In silicon these terms are strong. With the third mass parameter $\gamma_3\approx1.44$, which plays the part of $d$, they raise the in-plane mass in the linear well at $+1\%$ to about $1.0\,m_0$, some four times the value below, and lower the Fermi energy to about 9 meV, well under the thermal energy. The next two numbers describe only the simplified film without them. At $+1\%$, $\varepsilon'=1.92$ and $m=0.27\,m_0$. With one occupied spin-degenerate subband of this mass, the Fermi energy at zero temperature is $\pi\hbar^2p/m=30$ meV; a heavier mass lowers it in proportion. The thermal energy at 300 K is 26 meV. The thermal energy alone places many holes away from the zone centre. In compression, where the splitting is itself about as large as the thermal energy, many also lie in the second level. The zone-centre energies alone do not give a mobility.

Set beside a silicon channel, the values of $D$, $b$ and the elastic constants are typical. The constant $a$ is less certain, but it cancels from every splitting. A strain of 1% is large: it means a stress of 1.7 GPa, and the film must be thin enough not to relax. Of the effects evaluated here, confinement changes the splitting most, by 23 meV out of 97 meV at $+1\%$ in the linear potential. A stray shear $e_{xy}=0.1\%$ (the tensor component, half the engineering shear), with $d=-5$ eV, moves the levels by at most 2.1 meV at that strain. Second-order strain terms and the strain dependence of $D$ have natural scales $Se$ and $De$, both about 0.4 meV; these are orders of magnitude, not calculated shifts. A channel stressed along [110] is a different case: its shear is not a small correction, and the full strain matrix is needed. The numerical output below gives the values in more detail.

## Table of computed values

```
INPUTS (rough typical values, silicon regime)
split-off energy D = 44.0 meV
deformation potentials a, b, d = 2.0, -2.0, -5.0 eV
C11, C12 = 160, 64 GPa
mass parameters gamma1, gamma2 = 4.3, 0.3
field = 0.50 MV/cm; permittivity = 12
STRAIN
invariant strain constants = 3
e_zz/e_par = -0.800
S per 1% in-plane strain = 36.00 meV
P per 1% in-plane strain = 24.00 meV
in-plane stress at +1% = 1.728 GPa
LEVELS without P, in meV; strain in %
strain      S      HH      LH      SO   LH-HH      2S
 -1.00 -36.00   50.67   25.74  -76.40  -24.93  -72.00
 -0.50 -18.00   32.67   12.25  -44.92  -20.42  -36.00
 -0.25  -9.00   23.67    9.81  -33.47  -13.86  -18.00
  0.00   0.00   14.67   14.67  -29.33    0.00    0.00
  0.25   9.00    5.67   26.56  -32.23   20.90   18.00
  0.50  18.00   -3.33   41.78  -38.45   45.11   36.00
  1.00  36.00  -21.33   75.41  -54.08   96.75   72.00
LH STATE: strain in %, f in meV, slope dE/dS, weights
 -1.0: f=102.14 slope=-0.871 Z=0.043 split-off=0.461
  0.0: f=44.00 slope=1.000 Z=0.667 split-off=0.000
  1.0: f=129.49 slope=1.921 Z=0.974 split-off=0.191
SPECIAL POINTS
LH minimum: S = -9.78 meV, E = 9.78 meV
strain at LH minimum = -0.272 %
series limit |S| = 14.67 meV, |strain| = 0.407 %
HH-LH limit in compression = 29.33 meV
NEGLECTED EFFECTS
HH confinement energy = 165.1 meV (Airy 165.2 meV)
confined LH-HH at -1% strain = -25.8 meV
confined LH-HH at 0% strain = -12.7 meV
confined LH-HH at 1% strain = 74.1 meV
thermal energy at 300 K = 25.9 meV
in-plane mass of top level at +1% = 0.269 m0
sheet hole density from field = 3.32e+12 cm^-2
hole Fermi energy, one subband, 0 K = 29.6 meV
largest shift from 0.1% shear e_xy = 2.10 meV
second-order strain scale S*e = 0.36 meV
strain-dependent spin-orbit scale D*e = 0.44 meV
```
